# Second-Order Jahn-Teller Criterion for Off-Centring of a Cation

## 1. The criterion from a sum over excited states

### What goes wrong without it

Place a cation midway between two equal anions and ask whether it stays there. The force on it is zero by symmetry, so a search for zero force accepts the central site whether it is a minimum or a maximum of the energy. A tempting next step is to hold the electrons in their central state, shift the cation slightly and see whether the energy rises. This can also give the wrong answer. In the cluster worked out below, freezing the electrons' coefficients in atomic orbitals that move with their ions gives a curvature of $+0.035$ hartree/bohr$^2$, which suggests a stable site. Once the electrons may respond, the curvature is $-0.010$ hartree/bohr$^2$, and the cation leaves the centre.

The question matters in chalcogenides used for phase-change memory, where a cation may have short bonds on one side and long bonds on the other. What is needed is the energy gained when the displacement mixes filled and empty states, set against the energy cost at frozen electrons.

### The Hamiltonian and its parity

Let $Q$ be the displacement of the cation along a chosen axis, with the anions fixed. The nuclei are clamped, and $H(Q)$ contains the electronic Hamiltonian and the repulsion between the ions. Hartree atomic units are used. In a fixed set of basis states we assume the expansion

$$
H(Q)=H_0+QH_1+\tfrac12Q^2H_2+O(Q^3).
$$

It exists for a finite matrix with smooth elements and for smooth ionic potentials. The eigenstates at the centre obey $H_0|n\rangle=E_n|n\rangle$. The ground state $|0\rangle$ is taken to be normalised, non-degenerate and separated from the other states by a gap. There is no magnetic field, and wavefunctions are chosen real.

Let $P$ invert the electron coordinates through the central site, so that $P^2=1$. Inversion exchanges equal anions and carries a cation at $Q$ to $-Q$. Hence

$$
PH(Q)P=H(-Q).
$$

Comparing equal powers of $Q$ gives $PH_1P=-H_1$ and $PH_2P=H_2$. Since $H_0$ commutes with $P$, its eigenstates can be given parities $p_n=\pm1$. Inserting $P^2=1$ on both sides of $H_1$ gives

$$
\langle n|H_1|0\rangle=p_np_0\langle n|PH_1P|0\rangle=-p_np_0\langle n|H_1|0\rangle .
$$

The matrix element therefore vanishes unless $p_n=-p_0$. In particular $\langle0|H_1|0\rangle=0$: there is no force at the centre. A degenerate ground state could contain partners of opposite parity, and the displacement could then split them linearly in $Q$. That case is excluded here.

### The energy to second order

Write the state and energy at small $Q$ as

$$
|\psi\rangle=|0\rangle+Q|\psi_1\rangle+Q^2|\psi_2\rangle+\cdots,\qquad
E=E_0+QE^{(1)}+Q^2E^{(2)}+\cdots,
$$

with the normalisation $\langle0|\psi\rangle=1$, so that $|\psi_1\rangle$ and $|\psi_2\rangle$ are orthogonal to $|0\rangle$. The terms of first order in $H|\psi\rangle=E|\psi\rangle$ are

$$
(H_0-E_0)|\psi_1\rangle+H_1|0\rangle=E^{(1)}|0\rangle .
$$

Projection on $\langle0|$ gives $E^{(1)}=\langle0|H_1|0\rangle=0$. Projection on $\langle n|$, with $n\ne0$, gives

$$
(E_n-E_0)\langle n|\psi_1\rangle=-\langle n|H_1|0\rangle,
\qquad
|\psi_1\rangle=-\sum_{n\ne0}|n\rangle\frac{\langle n|H_1|0\rangle}{E_n-E_0}.
$$

The second-order terms are

$$
(H_0-E_0)|\psi_2\rangle+H_1|\psi_1\rangle+\tfrac12H_2|0\rangle=E^{(2)}|0\rangle .
$$

Projection on $\langle0|$ removes the first term, because $\langle0|(H_0-E_0)=0$. Thus

$$
E^{(2)}=\tfrac12\langle0|H_2|0\rangle+\langle0|H_1|\psi_1\rangle .
$$

The curvature is $K=d^2E/dQ^2$ at $Q=0$, or $K=2E^{(2)}$. Inserting $|\psi_1\rangle$ gives

$$
K=K_0-K_v,\qquad K_0=\langle0|H_2|0\rangle,
$$

$$
K_v=2\sum_{n\ne0}\frac{|\langle n|H_1|0\rangle|^2}{E_n-E_0}.
$$

The sum includes an integral where the excited states form a continuum. For the ground state every denominator is positive, so $K_v\ge0$. The central site is locally unstable when

$$
\boxed{K_v>K_0.}
$$

This is the second-order Jahn-Teller criterion. When $K_0$ is positive, the displacement must couple the ground state to states of opposite parity strongly enough, at low enough excitation energy, to outweigh it. If $K_0$ is negative, the centre is unstable even without mixing. A small gap with a vanishing coupling does nothing. If $K_v=K_0$, higher powers of $Q$ decide.

The result includes electron-electron interaction. As a small example, take two electrons in one dimension with $v(u)=1/\sqrt{u^2+1}$. The attraction felt by each electron is

$$
-v(x-Q)-\tfrac12v(x-3)-\tfrac12v(x+3).
$$

The electrons repel as $v(x_1-x_2)$, and the movable ion repels the other two with energy $\tfrac12[v(Q-3)+v(Q+3)]$. The kinetic energy is a three-point difference on 31 points from $-7.5$ to $7.5$ bohr. Diagonalisation of the two-electron matrix gives $K_0=0.210373$ and $K_v=0.209731$ hartree/bohr$^2$. Their difference is $0.000642$ hartree/bohr$^2$, and numerical differentiation of the lowest eigenvalue gives the same value. This centre is stable, but the frozen curvature is more than three hundred times the full one. So small a difference is sensitive to the grid spacing, and its digits belong to this grid. On finer grids $K_0$ falls to about $0.206$ and $K$ to between $0.0004$ and $0.0005$ hartree/bohr$^2$; the sign of $K$ does not change.

### From many-electron states to orbitals

Now let the electrons be independent, with one-electron Hamiltonian

$$
h(Q)=h_0+Qh_1+\tfrac12Q^2h_2+\cdots
$$

and ion repulsion $U(Q)$. The orbitals obey $h_0|i\rangle=\varepsilon_i|i\rangle$, and each occupied orbital holds two electrons. Then

$$
K_0=U''(0)+2\sum_{i\,\mathrm{occ}}\langle i|h_2|i\rangle .
$$

A one-electron operator connects the ground determinant to determinants in which one electron has moved from an occupied orbital $i$ to an empty orbital $a$. For spin up and for spin down the matrix element is $\langle a|h_1|i\rangle$, with a suitable choice of determinant signs. The normalised singlet sum of the two has the element

$$
\frac{1}{\sqrt2}\left(\langle a|h_1|i\rangle+\langle a|h_1|i\rangle\right)=\sqrt2\,\langle a|h_1|i\rangle,
$$

while the difference, a triplet, has element zero. The excitation energy is $\varepsilon_a-\varepsilon_i$. The square of $\sqrt2$ and the prefactor 2 in $K_v$ combine to give

$$
K_v=4\sum_{i\,\mathrm{occ}}\sum_{a\,\mathrm{empty}}
\frac{|\langle a|h_1|i\rangle|^2}{\varepsilon_a-\varepsilon_i}.
$$

Mixing between two filled orbitals $i$ and $j$ drops out. It shifts one level by $Q^2|\langle j|h_1|i\rangle|^2/(\varepsilon_i-\varepsilon_j)$ and the other by the opposite amount.

Let one filled-empty pair have coupling $F=\langle a|h_1|i\rangle$ and gap $\Delta=\varepsilon_a-\varepsilon_i$. Since no term in $K_v$ is negative,

$$
\frac{4F^2}{\Delta}>K_0
$$

is sufficient for instability. It is not necessary, because other pairs may supply what this pair lacks.

The orbital formula is for independent electrons. In a self-consistent mean-field theory, moving the electrons also changes the field acting on them. The bare orbital sum leaves out that response.

### A linear anion-cation-anion cluster

Put the anions on the $z$ axis, one on each side of the cation. The cation has an $s$ and a $p_z$ orbital, written $|s\rangle$ and $|p\rangle$; the left and right anions have $p_z$ orbitals $|L\rangle$ and $|R\rangle$. The orbitals are taken as orthogonal. Their energies are $E_s$, $E_p$ and, for both anions, $E_X$.

All positive $p$ lobes point towards $+z$. A matrix element between facing lobes of equal sign is negative, and between lobes of opposite sign it is positive. The right anion turns its negative lobe to the cation and the left anion its positive lobe. At $Q=0$, with $t_s,t_p>0$, this gives

$$
\langle s|h|R\rangle=t_s,\quad \langle s|h|L\rangle=-t_s,\quad
\langle p|h|R\rangle=\langle p|h|L\rangle=t_p .
$$

Hopping decays with bond length over a distance $\lambda$. When the cation moves right by $Q$, the right bond shortens and its hoppings gain a factor $e^{Q/\lambda}$; those on the left gain $e^{-Q/\lambda}$.

Inversion takes $|R\rangle$ to $-|L\rangle$ and $|L\rangle$ to $-|R\rangle$. The anion combinations

$$
|X_g\rangle=\frac{|R\rangle-|L\rangle}{\sqrt2},\qquad
|X_u\rangle=\frac{|R\rangle+|L\rangle}{\sqrt2}
$$

are therefore even and odd. With $a=\sqrt2\,t_s$ and $b=\sqrt2\,t_p$, adding the two bonds gives

$$
\langle s|h|X_g\rangle=a\cosh\frac Q\lambda,\qquad
\langle p|h|X_u\rangle=b\cosh\frac Q\lambda,
$$

$$
\langle s|h|X_u\rangle=a\sinh\frac Q\lambda,\qquad
\langle p|h|X_g\rangle=b\sinh\frac Q\lambda .
$$

The first line conserves parity. The second is the mixing caused by off-centring, and its slopes $a/\lambda$ and $b/\lambda$ are the elements of $h_1$. The elements of $h_2$ are the central hoppings divided by $\lambda^2$.

There are six electrons: an $s$ pair on the cation and one pair in each anion orbital. We choose round model parameters, not those of a named material:

- $E_s=-0.40$, $E_X=-0.20$ and $E_p=-0.10$ hartree;
- $t_s=0.07$ and $t_p=0.06$ hartree;
- $\lambda=2.5$ bohr.

Here $a^2=0.0098$ and $b^2=0.0072$ hartree$^2$. The even and odd $2\times2$ blocks have the levels

$$
-0.30\pm\sqrt{0.10^2+0.0098},\qquad
-0.15\pm\sqrt{0.05^2+0.0072}.
$$

In hartree, the even levels are $-0.44071$ and $-0.15929$, and the odd levels are $-0.24849$ and $-0.05151$. Six electrons fill both even levels and the lower odd one. The highest filled level is even and the empty level is odd, so the displacement can mix them. Their gap is $\Delta=0.10778$ hartree.

### The frozen curvature and the mixing

Each bond also has a repulsion $B e^{-\delta/\rho}$, where $\delta$ is the change in its length. We fix $B$ by requiring that the cluster has no force to stretch both bonds together.

The sum of the two even levels is $E_s+E_X$, independent of hopping, so two filled even levels exert no such force. The lower odd level is

$$
\varepsilon_-=\frac{E_p+E_X}{2}-\sqrt{\frac{(E_p-E_X)^2}{4}+b^2}.
$$

Let $-W$ be the hopping energy of its two electrons. Since $b\,\partial\varepsilon_-/\partial b$ is the hopping energy of one electron,

$$
W=-2b\frac{\partial\varepsilon_-}{\partial b}
=\frac{2b^2}{\sqrt{(E_p-E_X)^2/4+b^2}}
=0.14621\ \text{hartree}.
$$

Stretching both bonds by $\delta$ changes $b$ at the rate $-b/\lambda$. The electronic energy thus rises at the rate $W/\lambda$, while the repulsion falls at the rate $2B/\rho$. Their balance gives $B=\rho W/(2\lambda)$. With $\rho=1.0$ bohr, $B=0.02924$ hartree.

For an off-centre shift, $U(Q)=2B\cosh(Q/\rho)$, so $U''(0)=2B/\rho^2=W/(\lambda\rho)$. The electronic part of $K_0$ is the total hopping energy divided by $\lambda^2$, or $-W/\lambda^2$. Hence

$$
K_0=\frac W{\lambda^2}\left(\frac\lambda\rho-1\right)
=\frac{0.14621}{6.25}\times1.5
=0.03509\ \text{hartree/bohr}^2.
$$

Diagonalising $h_0$ and taking the matrix element of $h_1$ gives $|F|=0.03473$ hartree/bohr for the frontier pair. Its contribution is

$$
\frac{4F^2}{\Delta}=\frac{4(0.03473)^2}{0.10778}
=0.04476\ \text{hartree/bohr}^2.
$$

This already exceeds $K_0$. The lowest even level adds $0.00050$, and the filled odd level adds nothing because it has the same parity as the empty one. Therefore $K_v=0.04526$ and $K=-0.01017$ hartree/bohr$^2$, or about $-0.99$ eV/Å$^2$. The centre is unstable.

## 2. The criterion from minimising the electronic energy

### Symbols and results carried over

The cation displacement is $Q$, and $H=H_0+QH_1+\frac12Q^2H_2+\cdots$ includes ion repulsion. The central ground state $|0\rangle$ has energy $E_0$, is gapped and has definite parity; $H_1$ reverses parity. The frozen curvature is $K_0=\langle0|H_2|0\rangle$, and $K$ is the full curvature.

In the cluster, $|s\rangle$ and $|X_g\rangle$ are even, while $|p\rangle$ and $|X_u\rangle$ are odd. The central couplings are $a=\sqrt2t_s$ in the even block and $b=\sqrt2t_p$ in the odd block. The elements of $h_1$ are $a/\lambda$ between $s$ and $X_u$, and $b/\lambda$ between $p$ and $X_g$. Both even levels and the lower odd level are filled. The filled odd pair has hopping energy $-W$, and $K_0=(W/\lambda^2)(\lambda/\rho-1)$. Here $\lambda$ and $\rho$ are the decay lengths of hopping and repulsion.

### Letting the electrons choose their distortion

This derivation uses the variational principle and no list of excited states. Take the trial state

$$
|\psi\rangle=|0\rangle+Q|\chi\rangle,\qquad \langle0|\chi\rangle=0,
$$

where $|\chi\rangle$ is real but otherwise free. It describes how the electron cloud distorts per unit displacement. Up to second order,

$$
\langle\psi|H|\psi\rangle
=E_0+Q^2\left[\langle\chi|H_0|\chi\rangle
+2\langle\chi|H_1|0\rangle+\tfrac12K_0\right].
$$

The linear term $\langle0|H_1|0\rangle$ vanishes by parity. The cross term $2Q\langle\chi|H_0|0\rangle=2QE_0\langle\chi|0\rangle$ vanishes by orthogonality. The norm is $1+Q^2\langle\chi|\chi\rangle$; dividing by it subtracts $Q^2E_0\langle\chi|\chi\rangle$ at this order. The trial energy is thus $E_0+\frac12Q^2J[\chi]+O(Q^3)$, with

$$
J[\chi]=K_0+4\langle\chi|H_1|0\rangle+2\langle\chi|G|\chi\rangle,
\qquad G=H_0-E_0 .
$$

The middle term can lower the energy. The last is the cost of distorting the cloud, and it is positive for every nonzero $|\chi\rangle$ because $|0\rangle$ is the gapped ground state.

The trial energy cannot lie below the true ground-state energy. Subtracting $E_0$, dividing by $\frac12Q^2$ and letting $Q\to0$ gives

$$
K\le J[\chi]\quad\text{for every allowed }|\chi\rangle .
$$

Equality is reached. The gap makes the true ground state smooth in $Q$, so it can be written as $|0\rangle+Q|\psi_1\rangle+Q^2|\psi_2\rangle+\cdots$, with both corrections orthogonal to $|0\rangle$. The contribution of $|\psi_2\rangle$ to the energy at order $Q^2$ is $2\langle0|G|\psi_2\rangle=0$. The true curvature is therefore $J[\psi_1]$, and $K$ is the minimum of $J$.

To find the minimum, define $|\chi_0\rangle$ in the space orthogonal to $|0\rangle$ by

$$
G|\chi_0\rangle=-H_1|0\rangle .
$$

The right side lies in that space because $\langle0|H_1|0\rangle=0$, and the gap makes $G$ invertible there. Replacing $H_1|0\rangle$ in $J$ and completing the square gives

$$
\begin{aligned}
J[\chi]&=K_0-4\langle\chi|G|\chi_0\rangle+2\langle\chi|G|\chi\rangle\\
&=K_0+2\langle\chi-\chi_0|G|\chi-\chi_0\rangle
-2\langle\chi_0|G|\chi_0\rangle .
\end{aligned}
$$

The squared term is smallest, namely zero, at $\chi=\chi_0$. Hence

$$
K=K_0-2\langle0|H_1G^{-1}H_1|0\rangle .
$$

Inserting the eigenstates of $H_0$ turns $G^{-1}$ into $1/(E_n-E_0)$ and recovers the earlier $K_v$. The condition $K<0$ is again $K_v>K_0$.

At the minimum the coupling term contributes $-2K_v$ and the distortion cost $+K_v$. Half of the coupling gain is spent on distorting the electron cloud.

### The same minimisation in the cluster

For independent electrons, the trial state is a determinant of distorted occupied orbitals. Mixing filled orbitals among themselves leaves that determinant unchanged apart from normalisation, so only admixture of the empty orbital matters. Call this orbital $|e\rangle$ and its energy $\varepsilon_e$. Replace each filled even eigenorbital $|i\rangle$ by

$$
|i\rangle+Qc_i|e\rangle .
$$

The filled odd orbital needs no such term, since $h_1$ does not couple it to $|e\rangle$. The functional $J$, applied to one electron in orbital $i$, contains $4c_iw_i+2c_i^2(\varepsilon_e-\varepsilon_i)$, where $w_i=\langle i|h_1|e\rangle$. Each orbital holds two electrons, so

$$
J=K_0+\sum_i\left[8c_iw_i+4c_i^2(\varepsilon_e-\varepsilon_i)\right].
$$

The distorted orbitals overlap one another by $Q^2c_ic_j$. This does not add a cross term at order $Q^2$, because $h_0$ has no matrix element between different eigenorbitals.

Collect the amplitudes into a vector $\mathbf c$ and the couplings into $\mathbf w$. Written in the basis $(s,X_g)$ instead of the even eigenorbitals, the same expression is

$$
J=K_0+8\mathbf c^T\mathbf w+4\mathbf c^TM\mathbf c,\qquad
M=\begin{pmatrix}y&-a\\-a&x\end{pmatrix},
$$

where $x=\varepsilon_e-E_X$ and $y=\varepsilon_e-E_s$. The matrix $M$ is $\varepsilon_e$ minus the even block of $h_0$. Setting the derivative with respect to $\mathbf c$ to zero gives $M\mathbf c=-\mathbf w$, and therefore

$$
K_v=4\mathbf w^TM^{-1}\mathbf w .
$$

Write the empty orbital as $|e\rangle=\cos\theta\,|p\rangle+\sin\theta\,|X_u\rangle$. The $X_u$ row of its eigenvalue equation is

$$
b\cos\theta+E_X\sin\theta=\varepsilon_e\sin\theta,
\qquad\text{so}\qquad b\cos\theta=x\sin\theta .
$$

The elements of $h_1$ then give

$$
\mathbf w=\frac1\lambda\begin{pmatrix}a\sin\theta\\b\cos\theta\end{pmatrix}
=\frac{\sin\theta}{\lambda}\begin{pmatrix}a\\x\end{pmatrix}.
$$

With $D=xy-a^2$, the inverse of $M$ acts as

$$
M^{-1}\begin{pmatrix}a\\x\end{pmatrix}
=\frac1D\begin{pmatrix}x&a\\a&y\end{pmatrix}
\begin{pmatrix}a\\x\end{pmatrix}
=\frac1D\begin{pmatrix}2ax\\a^2+xy\end{pmatrix}.
$$

Taking the product with $(a,x)$ gives $x(xy+3a^2)/D$. Thus

$$
K_v=\frac{4x\sin^2\theta}{\lambda^2}\,
\frac{xy+3a^2}{xy-a^2}.
$$

The prefactor is related to $W$. The filled odd orbital is $-\sin\theta\,|p\rangle+\cos\theta\,|X_u\rangle$. One electron in it has hopping energy $-2b\sin\theta\cos\theta$, and two have $-4b\sin\theta\cos\theta=-4x\sin^2\theta$. Hence $W=4x\sin^2\theta$. Restoring $a^2=2t_s^2$,

$$
K_v=\frac W{\lambda^2}\,\frac{xy+6t_s^2}{xy-2t_s^2}.
$$

The denominator is the product of the gaps from the two even levels to $\varepsilon_e$, and is positive when both lie below it. Setting $K_v>K_0$, cancelling $W/\lambda^2$ and using

$$
\frac{xy+6t_s^2}{xy-2t_s^2}
=1+\frac{8t_s^2}{xy-2t_s^2}
$$

gives the cluster criterion

$$
\boxed{\frac\lambda\rho<2+\frac{8t_s^2}{xy-2t_s^2}.}
$$

The larger $\lambda/\rho$ is, the more steeply the repulsion changes with distance compared with the hopping, which favours the centre.

For the parameters above, $x=0.14849$ and $y=0.34849$ hartree, so $xy=0.05175$ hartree$^2$. The right side is

$$
2+\frac{8(0.07)^2}{0.05175-0.0098}\approx2.93 .
$$

The chosen ratio is $2.5$, so the centre is unstable. The formula for $K_v$ gives $0.0453$ hartree/bohr$^2$, as did the sum over pairs.

### What the cation s pair does

Set $t_s=0$ while keeping the other parameters. The two filled even levels have no net hopping energy in either case, so $W$, $B$ and $K_0$ stay the same. But $K_v$ falls from $0.04526$ to $0.02339$ hartree/bohr$^2$, and the curvature becomes $+0.01170$. The filled $s$ orbital must therefore couple to the anions, and strongly enough. Since $x$ and $y$ do not depend on $t_s$, the cluster criterion at $\lambda/\rho=2.5$ requires $t_s>\sqrt{xy/18}\approx0.054$ hartree. For $\lambda/\rho<2$ the centre would be unstable even at $t_s=0$.

Two changes contribute. The $s$ level pushes the highest filled even level upwards, reducing the frontier gap from $0.14849$ to $0.10778$ hartree. The $s$ part of that level also couples to the anion part of the empty orbital, and the total $|F|$ rises from $0.02947$ to $0.03473$ hartree/bohr. In $4F^2/\Delta$ these are factors of about $1.38$ from the gap and $1.39$ from the squared coupling.

With $t_s=0$ the energy can be followed beyond small $Q$. The cation $p$ orbital then couples to one normalised anion combination, with squared strength $t_p^2(e^{2Q/\lambda}+e^{-2Q/\lambda})=2t_p^2\cosh(2Q/\lambda)$. Apart from a constant,

$$
E(Q)=-\sqrt{(E_p-E_X)^2+8t_p^2\cosh\frac{2Q}{\lambda}}
+2B\cosh\frac Q\rho .
$$

For $Q>0$ the square root is larger than at the centre, so the outward electronic force is smaller than $(W/\lambda)\sinh(2Q/\lambda)$. The restoring force from repulsion is $(2B/\rho)\sinh(Q/\rho)=(W/\lambda)\sinh(Q/\rho)$. If $\lambda/\rho\ge2$, the restoring force is larger at every $Q>0$. The centre is then the global minimum, and no distant well is hidden by the local test.

### Where the cation goes

The criterion decides the start of the motion, not its end. With $t_s$ restored, the hopping energy can fall no faster at large displacement than in proportion to $e^{|Q|/\lambda}$, while repulsion rises as $e^{|Q|/\rho}$. Since $\rho<\lambda$, repulsion wins. An unstable centre must therefore have equal minima on its two sides.

Numerical minimisation of the full cluster energy puts them at $|Q|=0.91$ bohr, or $0.48$ Å. They lie $0.0021$ hartree, or $0.056$ eV, below the centre. One bond is shorter and the other longer by the same amount. The gap between the highest filled and lowest empty level grows from $0.108$ to $0.126$ hartree.

These values belong to the model. It omits orbital overlap, explicit electron repulsion, sideways motion and relaxation of the anions. The last omission matters. If the anions are freed along the axis, one bond shortens by $1.0$ bohr and the other lengthens by $3.6$ bohr, and the energy lies only about $0.0002$ hartree below that of the cluster with one anion detached. The moderate short and long bonds found above therefore rely on the anions being held in place, as a surrounding lattice would have to do, and the cluster does not give the bond lengths of a real chalcogenide. A positive $K$ would show stability against this small axial shift alone; it would not exclude a distant minimum or an instability in which several ions move together.

### What each derivation assumes

Both derivations need clamped nuclei, inversion symmetry, a non-degenerate state and an expansion of $H$ in $Q$. Both fail as a frontier gap closes with nonzero coupling: $4F^2/\Delta$ grows without limit, while the range $|QF|\ll\Delta$ in which that pair can be treated by second-order mixing shrinks to zero.

They differ in what they ask of the electronic states. The sum over states needs excitation energies and matrix elements. Its algebra also holds for a non-degenerate excited state with parity, provided no other level lies at the same energy. Some denominators may then be negative, so one strong pair no longer guarantees instability.

The variational derivation uses the fact that $|0\rangle$ is the ground state, which makes the distortion cost positive. In return, it needs no excited eigenstates. Any trial distortion gives an upper bound on $K$, and a negative bound proves instability. A single trial state $|n\rangle$ with its best amplitude gives $K\le K_0-2|\langle n|H_1|0\rangle|^2/(E_n-E_0)$, the one-state test. For a self-consistent mean-field energy, the quadratic cost must also contain the change in the field, which $M$ above does not.

Neither derivation gives $K_0$ and $K_v$ separate physical meanings independent of the basis. Let the basis rotate with displacement through $e^{QA}$, where $A$ is real and antisymmetric and connects opposite parities. With $[X,Y]=XY-YX$, expansion of $e^{-QA}h(Q)e^{QA}$ gives

$$
\begin{aligned}
\tilde h_1&=h_1+[h_0,A],\\
\tilde h_2&=h_2+2[h_1,A]+[[h_0,A],A].
\end{aligned}
$$

The eigenvalues at each $Q$ are unchanged, and so is $K$. For example, let the cation $s$ and $p$ orbitals rotate into each other at $0.10$ rad/bohr, with $A|s\rangle=0.10|p\rangle$ and $A|p\rangle=-0.10|s\rangle$. Then $K_0$ rises from $0.03509$ to $0.05924$ hartree/bohr$^2$, and $K_v$ from $0.04526$ to $0.06941$. Their difference remains $-0.01017$. A frozen curvature and a mixing term may be compared when both come from the same basis convention; the sign of their difference is the physical result.

Numerical values quoted here were computed with a short program.
